# Disorder bowing of the band gap in a random binary alloy, part 2

A crystal holds atom B (tin) with probability $x$, and otherwise atom A (germanium), independently on each site of a fixed lattice. We ask how this disorder changes the band gap. Energies are in electronvolts and lengths in nanometres.

With $s_i=1$ for B and $0$ for A, $H=H_A+\sum_i s_iW_i$, where $H_A$ describes pure A. Writing $d_i=s_i-x$ splits $H$ into the periodic average crystal $\bar H=H_A+x\sum_iW_i$ and the fluctuation $V=\sum_i d_iW_i$, with $\langle d_i\rangle=0$ and $\langle d_id_j\rangle=x(1-x)\,\delta_{ij}$.

$\bar H$ has band energies $\bar E_{m\mathbf k'}$ and cell vectors $u_m(\mathbf k')$. For $N_c$ cells, B on sublattice $\kappa$ of cell $\mathbf R$ defines the matrix $W_\kappa$:

$$\langle m\mathbf k'|W_{\mathbf R\kappa}|n\mathbf k\rangle=\frac{e^{i(\mathbf k-\mathbf k')\cdot\mathbf r_{\mathbf R\kappa}}}{N_c}\;u_m^\dagger(\mathbf k')\,W_\kappa(\mathbf k',\mathbf k)\,u_n(\mathbf k).$$

To second order, disorder shifts edge $n$ by $x(1-x)C_n$, where the prime leaves out the edge itself:

$$C_n=\sum_\kappa\frac1{N_c}\sum_{m\mathbf k'}{}^{'}\frac{|u_m^\dagger(\mathbf k')W_\kappa(\mathbf k',\mathbf k)u_n(\mathbf k)|^2}{\bar E_n-\bar E_{m\mathbf k'}} .$$

The gap between conduction edge $c$ and valence edge $v$ changes by $-b_{\rm dis}\,x(1-x)$, with $b_{\rm dis}=C_v-C_c$. By part (c), other valleys with states at the edge energy broaden the edge.

The average crystal's own bowing is governed, with $W_{\rm tot}=\sum_iW_i$, by

$$S_n=\sum_{m\neq n}\frac{|\langle m\mathbf k|W_{\rm tot}|n\mathbf k\rangle|^2}{\bar E_n-\bar E_m}.$$

The model has one $s$ and three $p$ orbitals per atom of the diamond lattice. The four nearest-neighbour bonds from sublattice 1 to 2 are $\mathbf d=(a/4)\boldsymbol\sigma$, with $\boldsymbol\sigma=(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$, $(-1,-1,1)$ and cubic lattice constant $a$. Each bond has hopping elements

$$t_{ss}=\tfrac14V_{ss},\quad t_{s,j}=-t_{j,s}=\tfrac14\sigma_jV_{sp},\quad t_{jj}=\tfrac14V_{xx},\quad t_{jl}=\tfrac14\sigma_j\sigma_lV_{xy}\ (j\neq l).$$

Atom A has on-site levels $\varepsilon_s,\varepsilon_p$, and atom B has $\varepsilon_s+D_s,\varepsilon_p+D_p$. Hopping on bond $ij$ is multiplied by $1-\eta(s_i+s_j)$.

Part (e), solved next, asks: **Find $W_\kappa(\mathbf k',\mathbf k)$ and the two edges at $\Gamma$, $\mathbf k=0$. Show that the average crystal's gap there does not bow.**

**Solution.** Let $T$ be the hopping operator of pure A, and $P_i$ the projector on the orbitals of site $i$. The coefficient of $s_i$ in $H$ holds the on-site difference $D$ and $-\eta$ times all bonds that end at $i$. The operator $P_iT$ contains these bonds in one direction and $TP_i$ in the other, so $W_i=DP_i-\eta(P_iT+TP_i)$. Acting on a Bloch state, $T$ becomes the matrix $T(\mathbf k)$ on the right and $T(\mathbf k')$ on the left:

$$W_\kappa(\mathbf k',\mathbf k)=DP_\kappa-\eta\,[P_\kappa T(\mathbf k)+T(\mathbf k')P_\kappa].$$

The mean hopping factor is $\tau=1-2\eta x$, so $\bar H(\mathbf k)=\bar\varepsilon+\tau T(\mathbf k)$ with $\bar\varepsilon=\varepsilon+xD$.

At $\Gamma$ the four bonds add without phases. Since $\sum\sigma_j=0$ and $\sum\sigma_j\sigma_l=0$ for $j\neq l$, the $s$ and $p$ orbitals decouple, and the hopping between the sublattices is $V_{ss}$ for $s$ and $V_{xx}$ for each $p$. With $V_{ss}<0$ and $V_{xx}>0$, the edges belong to the combinations with opposite signs on the two atoms:

$$\bar E_c=\varepsilon_s+xD_s-\tau V_{ss},\qquad \bar E_v=\varepsilon_p+xD_p-\tau V_{xx}.$$

The first is antibonding $s$, the second a bonding $p$ triplet. Because $\tau$ is linear in $x$, so are both edges. Their vectors do not change with $x$, hence $W_{\rm tot}$ does not couple them to other states, and $S_c=S_v=0$. Bowing at $\Gamma$ in this model comes from disorder.

This depends on symmetry. At the zone-boundary point L the lowest conduction state mixes $s$ and $p$, and the parameters of part (g) give $S=0.0071$ eV from the sum over states. Half the second derivative of the numerically computed eigenvalue with respect to $x$ gives the same value.

### (f) An effective strength that depends on energy

**Reduce $C_c$ and $C_v$ to integrals over a local density of states.**

**Solution.** Both edge and final states are eigenvectors of $\bar H$. Therefore

$$T(0)u_c=\frac{\bar E_c-\bar\varepsilon}{\tau}u_c,\qquad u_m^\dagger T(\mathbf k')=u_m^\dagger\,\frac{\bar E_m-\bar\varepsilon}{\tau}.$$

The diagonal matrix $\bar\varepsilon$ commutes with $P_\kappa$. Since $u_c$ is pure $s$, it may be replaced by its $s$ value, and likewise $D$ by $D_s$. The matrix element becomes

$$u_m^\dagger W_\kappa u_c=w_s(\bar E_m)\,u_m^\dagger P_\kappa u_c,\qquad w_s(E)=D_s-\frac\eta\tau\,(\bar E_c+E-2\bar\varepsilon_s).$$

The vector $u_c$ has amplitudes $\pm1/\sqrt2$ on the two $s$ orbitals, so $|u_m^\dagger P_\kappa u_c|^2=\tfrac12|u_{m,\kappa s}|^2$. Define the density of states on one $s$ orbital, normalized to one:

$$\rho_s(E)=\frac1{2N_c}\sum_{\kappa m\mathbf k'}|u_{m,\kappa s}(\mathbf k')|^2\,\delta(E-\bar E_{m\mathbf k'}).$$

Then

$$C_c=\int\frac{\rho_s(E)\,w_s(E)^2}{\bar E_c-E}\,dE .$$

The same steps for one member of the $p$ triplet give $C_v$, with $s$ replaced by $p$ and $c$ by $v$. Averaging over configurations restores cubic symmetry, so the three members have equal shifts and no mixing.

An atom with shifted levels and longer bonds thus acts as an on-site scatterer whose strength depends on the final energy. On-site and hopping differences enter as amplitudes before squaring, so they can cancel.

### (g) Numbers for ten per cent tin

**Evaluate the result for $x=0.10$ with $\varepsilon_s=-8.4$, $\varepsilon_p=0$, $V_{ss}=-6.6$, $V_{sp}=5.3$, $V_{xx}=2.6$, $V_{xy}=6.8$, $D_s=2.0$ and $D_p=0.5$ eV. Take lattice constants of 0.566 nm for A and 0.649 nm for B.**

**Solution.** These are round parameters. They give pure A a germanium-like direct gap of $(-8.4+6.6)-(-2.6)=0.80$ eV. The level differences and lattice constants are rough values for tin in place of germanium. If hopping falls as the inverse square of the bond length, pure B has the hopping factor $(0.566/0.649)^2=0.761$. Setting this equal to $1-2\eta$ gives $\eta=0.120$.

The average-crystal gap has the slope

$$D_s-D_p-2\eta(|V_{ss}|+V_{xx})=1.5-0.239\times9.2=-0.70\ \text{eV},$$

so at $x=0.10$ it is $0.80-0.07=0.73$ eV.

The coefficients need a numerical average over the Brillouin zone. The $8\times8$ matrix $\bar H(\mathbf k')$ was diagonalized on cubic meshes that avoid $\Gamma$, with spacing $4\pi/(na)$. The $1/q^2$ singularity leaves an error proportional to the spacing. The values $b_{\rm dis}=0.117$ eV for $n=16$ and 0.120 eV for $n=32$ were therefore extrapolated linearly to zero spacing. The extrapolated pushes are:

- on the conduction edge, $+0.203$ eV from valence states and $-0.004$ eV from conduction states, so $C_c=0.199$ eV;
- on the valence edge, $+0.345$ eV from valence states and $-0.023$ eV from conduction states, so $C_v=0.322$ eV.

Hence

$$b_{\rm dis}=0.322-0.199\approx0.12\ \text{eV}.$$

To second order, disorder lowers the gap at $x=0.10$ by $0.123\times0.090=0.011$ eV, from 0.730 to 0.719 eV. The corresponding wavelength is 1.73 µm.

Both edges move up, and the gap closes because the valence edge moves further. The conduction states hardly push the conduction edge, and part (f) shows why. At $x=0.10$, $\tau=0.976$, $\bar\varepsilon_s=-8.2$ eV and $\bar E_c=-8.2+6.44=-1.76$ eV. At the edge itself the strength is

$$w_s(\bar E_c)=2.0-0.1226\times12.88=0.42\ \text{eV}.$$

It passes through zero at $E=1.67$ eV, inside the conduction band, and its magnitude stays below 0.42 eV up to about 5.1 eV. For a valence state at $-11$ eV it is 1.55 eV. The square enters, so scattering across the gap dominates $C_c$.

This near-cancellation rests on the chosen $D_s$ and $\eta$. With the average crystal held fixed, the on-site difference alone gives $b_{\rm dis}=0.03$ eV and the hopping difference alone 0.44 eV. As $b_{\rm dis}$ is quadratic in $W$, their interference supplies the remaining $0.12-0.03-0.44=-0.35$ eV. A moderate change of either parameter can therefore change the result strongly.

The drift of the coefficient is small by comparison. It is 0.121 eV with the average crystal at $x=0$ and 0.129 eV with that at $x=0.5$.

### (h) Real-space alloys and higher orders

**Compare the second-order result with direct diagonalization of small random alloys.**

**Solution.** An eight-atom periodic cell has $2^8=256$ occupations. All can be diagonalized and averaged with weights $x^{n}(1-x)^{8-n}$, where $n$ is the number of B atoms. To isolate the second order, the fluctuations were multiplied by $\pm0.005$, the shifts for the two signs averaged, and the result divided by $0.005^2x(1-x)$. In the formula, $\mathbf k'$ then runs over the four wave vectors that fit the cell.

| $x$ | $C_c$, enumeration and formula (eV) | $C_v$, enumeration and formula (eV) |
|---|---|---|
| 0.1 | 0.176, 0.176 | 0.214, 0.214 |
| 0.3 | 0.187, 0.187 | 0.223, 0.223 |
| 0.7 | 0.211, 0.211 | 0.244, 0.244 |

The slow rise with $x$ is the drift of the average crystal. These coefficients differ from the bulk ones because four wave vectors sample the zone poorly.

Full-strength disorder was studied in 20 random cells of 128 atoms, each with 13 B atoms, so $x=0.102$. Fixing the number of B atoms makes different sites slightly anticorrelated. From $\sum_id_i=0$ it follows that $\langle d_id_j\rangle=-x(1-x)/(N-1)$ for $i\neq j$, with $N=128$. Write the second-order shift as $\sum_{ij}K_{ij}d_id_j$. Its average is

$$x(1-x)\left[\frac N{N-1}\sum_iK_{ii}-\frac1{N-1}\sum_{ij}K_{ij}\right].$$

The last sum is the response to a uniform change of all sites, which vanishes at $\Gamma$ by part (e). The gap shifts were therefore divided by $-x(1-x)N/(N-1)$ to obtain $b$.

The cells give $b=0.121\pm0.011$ eV, where the uncertainty is the standard error of the mean. The second-order formula on the same 64 wave vectors gives 0.091 eV. Higher orders thus add about 0.03 eV, a third of the second-order value in this cell, though the statistical error of that difference is itself about a third of it. The close match between 0.121 eV and the bulk second-order value is a coincidence of two different corrections, cell size and higher orders. The higher orders raise $b$, so the second-order value is an underestimate. Summing repeated scattering from one site to all orders (an averaged single-site $t$-matrix) gives 0.117 eV on these 64 wave vectors and about 0.17 eV in the bulk, which would make the gap shift at $x=0.10$ about 0.015 eV instead of 0.011 eV.

### (i) The real alloy

**Size several of the effects left out, and set the result beside real germanium-tin.**

**Solution.** Each estimate below changes one feature and keeps the rest.

- **Hopping law.** If mean hopping follows the inverse square of a linearly varying lattice constant, its factor at $x=0.5$ is 0.868, while the mean of the end points is 0.880. A parabola through these values has a bowing of about $4\times9.2\times0.0122\approx0.45$ eV. This is not due to disorder, and it exceeds $b_{\rm dis}$.
- **Spin-orbit coupling.** Tin's valence splitting is larger than germanium's by roughly 0.5 eV. The coupling raises the upper valence states by a third of the splitting. A third of the difference, added to $D_p$ in the fluctuation, raises $b_{\rm dis}$ by 0.07 eV. This covers only the disorder in the coupling. The coupling of the average crystal also changes $b_{\rm dis}$ and is not included.
- **Conduction band shape.** Halving the energies of all conduction states above the conduction edge in the denominators of $C_c$, with matrix elements unchanged, gives 0.127 instead of 0.123 eV. The change is small, but the L valley then still lies about 0.55 eV above the edge. Reducing the energies to a tenth, which puts L about 0.1 eV above the edge, gives 0.16 eV. A low L valley, as in the real alloy, can therefore matter.
- **Strain.** A layer with $x=0.10$ that keeps the in-plane lattice constant of a germanium substrate is compressed in the plane by nearly the lattice mismatch, which is 1.47 % of germanium's lattice constant. With a rough elastic ratio $C_{12}/C_{11}=0.37$ on a (001) surface, the mean linear strain is $2\times1.47\,\%\times0.63/3=0.62\,\%$. Inverse-square hopping then raises the conduction edge relative to the mean of the valence triplet by $2\times9.2\times0.0062=0.11$ eV. The strain also tilts the bonds towards the surface normal, which splits the triplet. If the bond elements follow the usual two-centre dependence on direction, the upper pair rises above the mean by about $2V_{xy}(0.0147-0.0062)=0.12$ eV. In this model the two effects nearly cancel in the gap. This cancellation belongs to the model, whose shear deformation potential, about $-2V_{xy}/3\approx-4.5$ eV, is larger in magnitude than germanium's. In a real layer the balance depends on the measured deformation potentials and on spin-orbit coupling, and compressive strain widens the direct gap.
- **Temperature.** With a rough expansion coefficient of $6\times10^{-6}$ K$^{-1}$ taken as constant, expansion from 0 to 300 K lowers the gap by 0.03 eV. The direct effect of lattice vibrations is not included. The thermal energy at 300 K is 0.026 eV, larger than the disorder shift at this composition.

In real germanium-tin the direct gap bows by roughly 2 eV. With roughly 0.8 eV for germanium and $-0.4$ eV for tin, this gives a gap near 0.5 eV at ten per cent tin, well below the model's 0.72 eV. The model's pure B has a gap of $+0.10$ eV, so it also misses the inverted band order of tin. Its L valley lies 1.09 eV above the conduction edge at $x=0$, whereas in real germanium it lies roughly 0.1 eV below the $\Gamma$ edge. Near the composition where the two cross, and at all lower tin contents, the $\Gamma$ edge is not well isolated, and the broadening described in part (c) must be considered.

The assumption of atoms on fixed sites with a rigid rule for the hopping is also broken. Atoms in a real alloy relax around each tin atom, which changes the hopping fluctuations. The separate values of 0.03 and 0.44 eV in part (g) show how sensitive $b_{\rm dis}$ is to them, but they are not bounds. The bowing from random scattering in this model is small beside the bowing seen in the real alloy. How the real bowing divides between disorder, relaxation and the average change of bond length needs a calculation with a realistic band structure and relaxed atomic positions.
